# Why irreducible-wedge sums need symmetrization for tensors, forces and Berry curvature: a program that tests the result

```python
"""
Result under test: for a k-mesh reduced by a symmetry group G, the weighted
wedge sum S_w = sum_k w_k T(k) is the full-zone average only for invariant T.
For covariant T, T(gk) = D(g) T(k), the full average is P S_w, where
P = (1/|G|) sum_g D(g).
Symbols: w_k star size / number of mesh points; K_ij velocity tensor
2 <(-df/de) v_i v_j> with v = d(energy)/dk; stress = (1/V) dF/d(strain);
C = Hall conductance in e^2/h per spin. Energies in eV, lengths in angstrom.
Three models: cubic s-band metal, four-atom square crystal, gapped honeycomb.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit


def star_sizes(points, ops, period=None):
    """Number of distinct images of each integer mesh point under ops."""
    images = np.array([points @ op.T for op in ops])
    if period is not None:
        images = images % period
    codes = np.sort(images @ (10000 ** np.arange(points.shape[1])), axis=0)
    return 1 + (np.diff(codes, axis=0) != 0).sum(axis=0)


def midpoint_mesh(n, dim):
    """Odd integers h; the wave vector is k = pi h / (n * lattice constant)."""
    axis = np.arange(-n + 1, n, 2)
    return np.array(np.meshgrid(*[axis] * dim, indexing="ij")).reshape(dim, -1).T


def signed_permutations(dim):
    ops = []
    for perm in itertools.permutations(range(dim)):
        for signs in itertools.product((1, -1), repeat=dim):
            op = np.zeros((dim, dim), dtype=int)
            op[np.arange(dim), perm] = signs
            ops.append(op)
    return ops


def project(tensor, ops):
    return np.mean([op @ tensor @ op.T for op in ops], axis=0)


# ---------------- cubic s-band metal ----------------
a, t0, power = 3.0, 1.0, 4
kT, electrons, tau = 0.25, 0.2, 10e-15
bonds = np.array([m for m in itertools.product((-1, 0, 1), repeat=3)
                  if sum(x * x for x in m) in (1, 2)])
cubic = signed_permutations(3)
tetragonal = [op for op in cubic if abs(op[2, 2]) == 1]
unit = np.eye(3)


def band(h, n, deform=unit):
    """Energy, velocity, strain derivative and inverse-mass tensor at each k."""
    phase = np.pi / n * (h @ bonds.T)
    R = a * bonds @ deform.T
    d = np.linalg.norm(R, axis=1)
    t = t0 * (a / d) ** power
    RR = np.einsum("bi,bj->bij", R, R)
    cosine = np.cos(phase)
    energy = -cosine @ t
    velocity = np.sin(phase) @ (t[:, None] * R)
    dstrain = cosine @ (power * (t / d**2)[:, None] * RR.reshape(-1, 9))
    mass = cosine @ (t[:, None] * RR.reshape(-1, 9))
    return energy, velocity, dstrain.reshape(-1, 3, 3), mass.reshape(-1, 3, 3)


def sums(h, w, n, deform=unit):
    """Plain weighted sums; w is normalized to one."""
    e, v, ds, mass = band(h, n, deform)
    mu = brentq(lambda m: 2 * w @ expit((m - e) / kT) - electrons,
                -20, 20, xtol=1e-13)
    f = expit((mu - e) / kT)
    g = 2 * w * f * (1 - f) / kT
    free = -2 * kT * (w @ np.logaddexp(0, (mu - e) / kT)) + mu * electrons
    return dict(mu=mu, free=free, eband=2 * w @ (f * e),
                K=(v * g[:, None]).T @ v,
                S=np.tensordot(2 * w * f, ds, 1) / a**3,
                Kmass=np.tensordot(2 * w * f, mass, 1),
                bond=(2 * w * f) @ np.cos(np.pi * h / n))


def full_sums(n, deform=unit):
    h = midpoint_mesh(n, 3)
    return sums(h, np.full(len(h), 1 / len(h)), n, deform)


def cubic_wedge(n):
    h = midpoint_mesh(n, 3)
    h = h[(h[:, 0] >= h[:, 1]) & (h[:, 1] >= h[:, 2]) & (h[:, 2] > 0)]
    count = star_sizes(h, cubic)
    assert count.sum() == n**3
    return h, count / n**3


# transformation laws at a general wave vector
h_test = np.array([[3.3, 7.1, -5.2]])
e1, v1, s1, _ = band(h_test, 24)
for op in cubic:
    e2, v2, s2, _ = band(h_test @ op.T, 24)
    assert np.allclose(e1, e2) and np.allclose(v2[0], op @ v1[0])
    assert np.allclose(s2[0], op @ s1[0] @ op.T)

# velocity and strain derivative against finite differences
step = 1e-4
for i in range(3):
    shift = np.zeros(3)
    shift[i] = step
    slope = (band(h_test + shift, 24)[0] - band(h_test - shift, 24)[0]) / (2 * step)
    assert np.isclose(slope[0] * 24 * a / np.pi, v1[0, i], atol=1e-6)
sheared = unit + 0.03 * np.array([[0, 1, 0], [1, 0, 0], [0, 0, 0]])
for base, i, j in ((unit, 0, 0), (sheared, 0, 1)):
    eta = np.zeros((3, 3))
    eta[i, j] = step
    slope = (full_sums(24, (unit + eta) @ base)["free"]
             - full_sums(24, (unit - eta) @ base)["free"]) / (2 * step * a**3)
    reference = full_sums(24, base)["S"][i, j]
    assert abs(reference) > 1e-5 and np.isclose(slope, reference, rtol=1e-4)

n = 48
full = full_sums(n)
h_w, w_w = cubic_wedge(n)
raw = sums(h_w, w_w, n)
for key in ("mu", "free", "eband"):
    assert np.isclose(raw[key], full[key], rtol=1e-9)
for key in ("K", "S"):
    assert np.allclose(project(raw[key], cubic), full[key], atol=1e-9)
    assert np.isclose(np.trace(raw[key]), np.trace(full[key]), rtol=1e-9)
    assert np.abs(raw[key] - full[key]).max() > 0.05 * abs(full[key][0, 0])
assert np.allclose(full["K"], full["Kmass"], atol=1e-3 * full["K"][0, 0])
assert np.ptp(full["bond"]) < 1e-9 and np.ptp(raw["bond"]) > 0.01
assert np.isclose(raw["bond"].mean(), full["bond"][0])

# another choice of representatives
cycle = np.array([[0, 1, 0], [0, 0, 1], [1, 0, 0]])
other = sums(h_w @ cycle.T, w_w, n)
assert not np.allclose(other["K"], raw["K"], rtol=0.05)
assert np.allclose(project(other["K"], cubic), full["K"], atol=1e-9)

# inversion must follow projection
rho_ratio = np.trace(np.linalg.inv(raw["K"])) / 3 * full["K"][0, 0]
assert rho_ratio > 1.05

# refinement of the mesh does not cure the error
refinement = []
for m in (12, 24, 48):
    hm, wm = cubic_wedge(m)
    Km = sums(hm, wm, m)["K"]
    refinement.append((m, len(hm), Km[0, 0] / (np.trace(Km) / 3)))
assert abs(refinement[2][2] - refinement[1][2]) < 0.05
assert abs(refinement[2][2] - 1) > 0.1

# tetragonal strain: the actual group keeps the real anisotropy
stretch = np.diag([1, 1, 1.05])
K_tet = full_sums(24, stretch)["K"]
h_t = midpoint_mesh(24, 3)
h_t = h_t[(h_t[:, 0] >= h_t[:, 1]) & (h_t[:, 1] > 0) & (h_t[:, 2] > 0)]
c_t = star_sizes(h_t, tetragonal)
assert c_t.sum() == 24**3
K_tet_raw = sums(h_t, c_t / 24**3, 24, stretch)["K"]
K_tet_right = project(K_tet_raw, tetragonal)
K_tet_wrong = project(K_tet_raw, cubic)
assert np.allclose(K_tet_right, K_tet, atol=1e-9)
assert abs(K_tet[0, 0] - K_tet[2, 2]) > 0.01 * K_tet[0, 0]
assert np.isclose(K_tet_wrong[0, 0], K_tet_wrong[2, 2])

to_sigma = (const.e**2 * tau * const.e * 1e-20
            / (const.hbar**2 * a**3 * 1e-30)) / 1e6
to_GPa = const.e / 1e-30 / 1e9


def show(label, T, unit_name):
    print(f"{label} xx,yy,zz = {T[0,0]:.4f}, {T[1,1]:.4f}, {T[2,2]:.4f} {unit_name}")
    off = [0.0 if abs(x) < 1e-9 else x for x in (T[0, 1], T[0, 2], T[1, 2])]
    print(f"{label} xy,xz,yz = {off[0]:.4f}, {off[1]:.4f}, {off[2]:.4f} {unit_name}")


print(f"CUBIC METAL: a = {a} A, t(a) = {t0} eV, t(sqrt2 a) = {t0*2**(-power/2):.2f} eV")
print(f"electrons per cell = {electrons}, smearing = {kT} eV, tau = {tau*1e15:.0f} fs")
print(f"mesh {n}^3 = {n**3} points, wedge points = {len(h_w)}")
print(f"chemical potential full, wedge = {full['mu']:.6f}, {raw['mu']:.6f} eV")
print(f"band energy per cell full, wedge = {full['eband']:.6f}, {raw['eband']:.6f} eV")
show("K full     ", full["K"], "eV A^2")
show("K raw wedge", raw["K"], "eV A^2")
print(f"K projected wedge xx = {project(raw['K'], cubic)[0,0]:.4f} eV A^2")
print(f"K from effective-mass form xx = {full['Kmass'][0,0]:.4f} eV A^2")
print(f"raw K xx/zz = {raw['K'][0,0]/raw['K'][2,2]:.3f}")
print(f"other wedge, raw K xx,yy,zz = "
      + ", ".join(f"{x:.4f}" for x in np.diag(other["K"])) + " eV A^2")
print(f"conductivity full = {full['K'][0,0]*to_sigma:.4f} 10^6 S/m")
print("conductivity raw xx,yy,zz = "
      + ", ".join(f"{x*to_sigma:.4f}" for x in np.diag(raw["K"])) + " 10^6 S/m")
print(f"resistivity, inverted before projection / true = {rho_ratio:.3f}")
show("stress full     ", full["S"] * to_GPa, "GPa")
show("stress raw wedge", raw["S"] * to_GPa, "GPa")
print(f"bond order full (x,y,z equal) = {full['bond'][0]:.5f}")
print("bond order raw x,y,z = " + ", ".join(f"{x:.5f}" for x in raw["bond"]))
for m, count, ratio in refinement:
    print(f"mesh {m}^3, {count} wedge points: raw K_xx/(trace/3) = {ratio:.4f}")
print(f"5% stretch along z (24^3): true K xx,zz = {K_tet[0,0]:.4f}, {K_tet[2,2]:.4f} eV A^2")
print(f"  tetragonal projection xx,zz = {K_tet_right[0,0]:.4f}, {K_tet_right[2,2]:.4f} eV A^2")
print(f"  cubic projection xx,zz = {K_tet_wrong[0,0]:.4f}, {K_tet_wrong[2,2]:.4f} eV A^2")

# ---------------- four-atom square crystal: forces ----------------
cell, short, d_ref, t_ref = 5.0, 2.2, 2.5, 1.0
atoms = short / 2 * np.array([[-1, -1], [1, -1], [-1, 1], [1, 1]])
links = [(0, 1, (0, 0)), (2, 3, (0, 0)), (0, 2, (0, 0)), (1, 3, (0, 0)),
         (1, 0, (1, 0)), (3, 2, (1, 0)), (2, 0, (0, 1)), (3, 1, (0, 1))]
square = signed_permutations(2)


def hamiltonian(h, m, pos):
    H = np.zeros((len(h), 4, 4), dtype=complex)
    for i, j, S in links:
        d = np.linalg.norm(pos[j] + cell * np.array(S) - pos[i])
        term = -t_ref * (d_ref / d) ** power * np.exp(1j * np.pi / m * (h @ np.array(S)))
        H[:, i, j] += term
        H[:, j, i] += term.conj()
    return H


def forces(h, m, pos):
    """Force on each atom from the doubly filled lowest band at each k."""
    c = np.linalg.eigh(hamiltonian(h, m, pos))[1][:, :, 0]
    F = np.zeros((len(h), 4, 2))
    for i, j, S in links:
        vec = pos[j] + cell * np.array(S) - pos[i]
        d = np.linalg.norm(vec)
        phase = np.exp(1j * np.pi / m * (h @ np.array(S)))
        order = 4 * np.real(c[:, i].conj() * phase * c[:, j])
        pull = (power * t_ref * (d_ref / d) ** power / d**2) * order[:, None] * vec
        F[:, j] -= pull
        F[:, i] += pull
    return F


def atom_map(op):
    moved = atoms @ op.T
    return [int(np.argmin(np.linalg.norm(atoms - x, axis=1))) for x in moved]


def rotate_forces(F, op):
    out = np.zeros_like(F)
    out[atom_map(op)] = F @ op.T
    return out


m2 = 24
h2 = midpoint_mesh(m2, 2)
levels = np.linalg.eigvalsh(hamiltonian(h2, m2, atoms))
gap = levels[:, 1].min() - levels[:, 0].max()
assert gap > 0
F_full = forces(h2, m2, atoms).mean(axis=0)
for atom, axis in ((3, 0), (1, 1)):
    energies = []
    for sign in (1, -1):
        moved = atoms.copy()
        moved[atom, axis] += sign * step
        energies.append(2 * np.linalg.eigvalsh(hamiltonian(h2, m2, moved))[:, 0].mean())
    slope = -(energies[0] - energies[1]) / (2 * step)
    assert np.isclose(slope, F_full[atom, axis], atol=1e-5)
h_g = np.array([[3.7, 9.2]])
F_g = forces(h_g, m2, atoms)[0]
for op in square:
    assert np.allclose(forces(h_g @ op.T, m2, atoms)[0], rotate_forces(F_g, op))
h2w = h2[(h2[:, 0] >= h2[:, 1]) & (h2[:, 1] > 0)]
c2w = star_sizes(h2w, square)
assert c2w.sum() == m2**2
F_raw = np.tensordot(c2w / m2**2, forces(h2w, m2, atoms), 1)
F_right = np.mean([rotate_forces(F_raw, op) for op in square], axis=0)
F_noperm = np.mean([F_raw @ op.T for op in square], axis=0)
assert np.allclose(F_right, F_full, atol=1e-10)
assert np.allclose(F_noperm, 0, atol=1e-10) and np.abs(F_full).min() > 0.1
assert abs(F_raw[3, 0] - F_raw[3, 1]) > 0.05 * abs(F_full[3, 0])
assert np.allclose(F_raw.sum(axis=0), 0, atol=1e-10)

print(f"SQUARE CRYSTAL: cell = {cell} A, bonds = {short}, {cell-short:.1f} A, "
      f"t({d_ref} A) = {t_ref} eV")
print(f"mesh {m2}^2, wedge points = {len(h2w)}, gap = {gap:.3f} eV")
for label, F in (("full", F_full), ("raw wedge", F_raw), ("rotated and permuted", F_right)):
    print(f"force on upper right atom, {label}: x,y = {F[3,0]:.4f}, {F[3,1]:.4f} eV/A")
print(f"largest force if rotated but not permuted = {np.abs(F_noperm).max():.4f} eV/A")

# ---------------- gapped honeycomb: Berry curvature ----------------
# lengths in units of the lattice constant, hopping 1 eV
b1 = 2 * np.pi * np.array([1, -1 / np.sqrt(3)])
b2 = 2 * np.pi * np.array([1, 1 / np.sqrt(3)])
area = b1[0] * b2[1] - b1[1] * b2[0]
delta = np.array([[0, 1 / np.sqrt(3)], [0.5, -0.5 / np.sqrt(3)], [-0.5, -0.5 / np.sqrt(3)]])


def honeycomb(k, mass):
    phase = np.exp(1j * k @ delta.T)
    H = np.zeros((len(k), 2, 2), dtype=complex)
    H[:, 0, 0], H[:, 1, 1] = mass, -mass
    H[:, 0, 1] = -phase.sum(axis=1)
    H[:, 1, 0] = H[:, 0, 1].conj()
    dH = np.zeros((2, len(k), 2, 2), dtype=complex)
    for i in range(2):
        dH[i, :, 0, 1] = -1j * phase @ delta[:, i]
        dH[i, :, 1, 0] = dH[i, :, 0, 1].conj()
    return H, dH


def curvature(points, m, mass):
    k = (points[:, :1] * b1 + points[:, 1:] * b2) / m
    H, dH = honeycomb(k, mass)
    e, u = np.linalg.eigh(H)
    x = np.einsum("ki,kij,kj->k", u[:, :, 0].conj(), dH[0], u[:, :, 1])
    y = np.einsum("ki,kij,kj->k", u[:, :, 1].conj(), dH[1], u[:, :, 0])
    return -2 * np.imag(x * y) / (e[:, 0] - e[:, 1]) ** 2


def triangle_flux(mass, pieces=1500):
    """Berry phase of the closed path 0 -> b1 -> b2 -> 0 by a Wilson loop."""
    s = np.arange(pieces)[:, None] / pieces
    path = np.vstack([s * b1, b1 + s * (b2 - b1), b2 * (1 - s)])
    u = np.linalg.eigh(honeycomb(path, mass)[0])[1][:, :, 0]
    overlaps = np.sum(u.conj() * np.roll(u, -1, axis=0), axis=1)
    return -np.angle(np.prod(overlaps / np.abs(overlaps)))


six = np.array([[0, -1], [1, 1]])
swap = np.array([[0, 1], [1, 0]])
hex_ops, hex_signs = [], []
for p in range(6):
    for q in range(2):
        hex_ops.append(np.linalg.matrix_power(six, p) @ np.linalg.matrix_power(swap, q))
        hex_signs.append((-1) ** p)
p_test = np.array([[31.3, 12.4]])
omega_test = curvature(p_test, 240, 0.2)[0]
for op, sign in zip(hex_ops, hex_signs):
    assert np.isclose(curvature(p_test @ op.T, 240, 0.2)[0], sign * omega_test)

mh = 240
grid = np.array(np.meshgrid(np.arange(mh), np.arange(mh), indexing="ij")).reshape(2, -1).T
tri = grid[(grid[:, 0] >= grid[:, 1]) & (2 * grid[:, 0] + grid[:, 1] <= mh)]
c_tri = star_sizes(tri, hex_ops, mh)
assert c_tri.sum() == mh**2
even_ops = [op for op, sign in zip(hex_ops, hex_signs) if sign == 1]
double = np.vstack([tri, tri[tri[:, 1] > 0] @ six.T])
c_double = star_sizes(double, even_ops, mh)
assert c_double.sum() == mh**2
print(f"HONEYCOMB: hopping 1 eV, mesh {mh}^2, wedge points = {len(tri)}")
for mass in (0.5, 0.2):
    scale = area / (2 * np.pi * mh**2)
    C_full = scale * curvature(grid, mh, mass).sum()
    C_raw = scale * c_tri @ curvature(tri, mh, mass)
    C_even = scale * c_double @ curvature(double, mh, mass)
    C_signed = C_raw * np.mean(hex_signs)
    C_loop = triangle_flux(mass) / np.pi
    assert abs(C_full) < 1e-8 and abs(C_even) < 1e-8 and abs(C_signed) < 1e-8
    assert abs(C_raw) > 0.3 and abs(C_raw - C_loop) < 2e-3
    print(f"site energies +-{mass} eV: C full = {abs(C_full):.5f}, "
          f"raw wedge = {C_raw:.5f} e^2/h")
    print(f"  Wilson-loop flux/pi = {C_loop:.5f}; sign-projected |C| = {abs(C_signed):.5f}; "
          f"sign-preserving wedge |C| = {abs(C_even):.5f}")

print("all tests passed")
```

Printed output:

```
CUBIC METAL: a = 3.0 A, t(a) = 1.0 eV, t(sqrt2 a) = 0.25 eV
electrons per cell = 0.2, smearing = 0.25 eV, tau = 10 fs
mesh 48^3 = 110592 points, wedge points = 2600
chemical potential full, wedge = -3.900700, -3.900700 eV
band energy per cell full, wedge = -1.131381, -1.131381 eV
K full      xx,yy,zz = 4.2490, 4.2490, 4.2490 eV A^2
K full      xy,xz,yz = 0.0000, 0.0000, 0.0000 eV A^2
K raw wedge xx,yy,zz = 8.4585, 3.3586, 0.9298 eV A^2
K raw wedge xy,xz,yz = 4.9354, 2.2461, 1.4951 eV A^2
K projected wedge xx = 4.2490 eV A^2
K from effective-mass form xx = 4.2490 eV A^2
raw K xx/zz = 9.097
other wedge, raw K xx,yy,zz = 3.3586, 0.9298, 8.4585 eV A^2
conductivity full = 5.8197 10^6 S/m
conductivity raw xx,yy,zz = 11.5853, 4.6001, 1.2735 10^6 S/m
resistivity, inverted before projection / true = 10.345
stress full      xx,yy,zz = 8.9515, 8.9515, 8.9515 GPa
stress full      xy,xz,yz = 0.0000, 0.0000, 0.0000 GPa
stress raw wedge xx,yy,zz = 5.3415, 9.9607, 11.5522 GPa
stress raw wedge xy,xz,yz = -1.1657, -0.5681, -0.4091 GPa
bond order full (x,y,z equal) = 0.14107
bond order raw x,y,z = 0.07839, 0.15699, 0.18783
mesh 12^3, 56 wedge points: raw K_xx/(trace/3) = 2.0243
mesh 24^3, 364 wedge points: raw K_xx/(trace/3) = 1.9851
mesh 48^3, 2600 wedge points: raw K_xx/(trace/3) = 1.9907
5% stretch along z (24^3): true K xx,zz = 4.2598, 3.8416 eV A^2
  tetragonal projection xx,zz = 4.2598, 3.8416 eV A^2
  cubic projection xx,zz = 4.1204, 4.1204 eV A^2
SQUARE CRYSTAL: cell = 5.0 A, bonds = 2.2, 2.8 A, t(2.5 A) = 1.0 eV
mesh 24^2, wedge points = 78, gap = 0.823 eV
force on upper right atom, full: x,y = -2.7422, -2.7422 eV/A
force on upper right atom, raw wedge: x,y = -3.0747, -2.4098 eV/A
force on upper right atom, rotated and permuted: x,y = -2.7422, -2.7422 eV/A
largest force if rotated but not permuted = 0.0000 eV/A
HONEYCOMB: hopping 1 eV, mesh 240^2, wedge points = 4921
site energies +-0.5 eV: C full = 0.00000, raw wedge = 0.63393 e^2/h
  Wilson-loop flux/pi = 0.63394; sign-projected |C| = 0.00000; sign-preserving wedge |C| = 0.00000
site energies +-0.2 eV: C full = 0.00000, raw wedge = 0.84321 e^2/h
  Wilson-loop flux/pi = 0.84322; sign-projected |C| = 0.00000; sign-preserving wedge |C| = 0.00000
all tests passed
```
